# VV10 at Long Range and in the Uniform Gas, part 2

Two neutral fragments with spherical ground states, a large distance $D$ apart, attract with leading energy $-C_6/D^6$ (retardation neglected). The questions are which $C_6$ the nonlocal functional VV10 contains and what fixes its constant $\beta$. In Hartree atomic units, with electron charge $-1$, density $n$ and electron number $N$,

$$E_{nl}=\int d\mathbf r\,n(\mathbf r)\left[\beta+\frac12\int d\mathbf r'\,n(\mathbf r')\,\Phi(\mathbf r,\mathbf r')\right],$$

$$\Phi=-\frac{3}{2gg'(g+g')},\qquad g=\omega_0R^2+\kappa,\qquad R=|\mathbf r-\mathbf r'|,$$

$$\omega_0^2=\omega_g^2+\frac{\omega_p^2}{3},\qquad \omega_g^2=C\left|\frac{\nabla n}{n}\right|^4,\qquad \omega_p^2=4\pi n,$$

$$\kappa=\frac{b\,v_F^2}{\omega_p},\qquad v_F=(3\pi^2n)^{1/3}.$$

A prime marks a quantity at $\mathbf r'$. VV10 uses $C=0.0093$ and $b=5.9$.

The first half filled each fragment with oscillators of frequency $\omega_0$, an element $dV$ holding $f=n\,dV$ electrons. Displacing the electrons of a small sphere by $\mathbf x$ produces the depolarization field $\mathbf F_{\rm dep}=\frac{4\pi n}{3}\mathbf x$, the origin of $\omega_p^2/3$. Coordinates of elements in different fragments are coupled with strength $\lambda=\sqrt{ff'}\,T_{ab}$, where

$$T_{ab}=\frac{\delta_{ab}-3\hat R_a\hat R_b}{R^3}.$$

Reversing one coordinate changes the sign of every coupling that contains it. At second order only squares of single couplings therefore survive, and the pair energies $-3ff'/[2\omega\omega'(\omega+\omega')R^6]$ add, $\omega$ and $\omega'$ being the two elements' frequencies. This sum, and equally the long-range limit of the kernel, gives

$$C_6=\frac32\int_A d\mathbf r\int_B d\mathbf r'\,\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The example is two hydrogen atoms, each with the exact density $n=e^{-2r}/\pi$. Their kernel energies at finite $D$ keep the density and local quantities of each isolated atom. The next term is $-C_8/D^8$, where $C_8$ has a geometric part, because $R$ differs from $D$, and a damping part, due to $\kappa$.

### The attraction in terms of polarizabilities

Let A and B be spherical fragments in their ground states, far enough apart for exchange of electrons to be negligible. Their coupling is $V=\sum_{ab}d_aT_{ab}d'_b$, where $\mathbf d$ and $\mathbf d'$ are the dipole operators of the whole fragments. The matrix $T$ is the dipole tensor at distance $D$, with $\sum_{ab}T_{ab}^2=6/D^6$. Let $k$ and $l$ label excited states with excitation energies $\Delta_k$ and $\Delta_l'$, and let $d_a^k$ and $d_b'^l$ be the matrix elements with the ground states, taken real. A spherical fragment has no mean dipole, so the first-order energy vanishes and both fragments must be excited in second order:

$$E_{AB}=-\sum_{kl}\frac{\left(\sum_{ab}d_a^kT_{ab}d_b'^l\right)^2}{\Delta_k+\Delta_l'} .$$

The denominator ties the two fragments together. It can be separated by an integral. For positive $p\ne q$, partial fractions give

$$\int_0^\infty\frac{du}{(p^2+u^2)(q^2+u^2)}=\frac{1}{q^2-p^2}\cdot\frac\pi2\left(\frac1p-\frac1q\right)=\frac{\pi}{2pq(p+q)},$$

and the result holds for $p=q$ by continuity. Therefore

$$\frac1{\Delta_k+\Delta_l'}=\frac2\pi\int_0^\infty du\,\frac{\Delta_k}{\Delta_k^2+u^2}\,\frac{\Delta_l'}{\Delta_l'^2+u^2}.$$

Each factor is the response of one fragment to a field that grows in time. Apply a field $Fe^{ut}$ along $z$, with energy $-d_zFe^{ut}$. To first order the amplitude $c_k$ of an excited state, relative to the ground state, obeys $i\dot c_k=\Delta_kc_k-d_z^kFe^{ut}$. The solution that grows with the field is $c_k=d_z^kFe^{ut}/(\Delta_k-iu)$. The induced dipole is $2\,{\rm Re}\sum_kd_z^kc_k$, so the polarizability, which is the dipole divided by the field, is

$$\alpha(iu)=2\sum_k\frac{\Delta_k(d_z^k)^2}{\Delta_k^2+u^2}.$$

A growth rate $u$ is what is meant by an imaginary frequency $iu$. For a spherical fragment the corresponding sum with $d_a^kd_c^k$ in place of $(d_z^k)^2$ is $\delta_{ac}\,\alpha(iu)$. On expanding the square in the energy, each fragment contributes half a polarizability:

$$E_{AB}=-\frac2\pi\int_0^\infty du\,\frac{\alpha_A}{2}\,\frac{\alpha_B}{2}\sum_{ab}T_{ab}^2
=-\frac{3}{\pi D^6}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu).$$

Hence

$$C_6=\frac3\pi\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu).$$

Nothing in this expression is particular to oscillators.

### A local dielectric model for the polarizability

The approximation enters when each $\alpha$ is assembled from local pieces. In matter whose electrons are bound with frequency $\omega_g$, a macroscopic field $Fe^{ut}$ produces a displacement $x$ with $u^2x=-\omega_g^2x-Fe^{ut}$. The polarization is $P=-nx=nFe^{ut}/(\omega_g^2+u^2)$, so the dielectric function is

$$\varepsilon(iu)=1+\frac{4\pi P}{Fe^{ut}}=1+\frac{\omega_p^2}{\omega_g^2+u^2}.$$

A small sphere of this matter in an external field $F_{\rm ext}$ has the internal field $F_{\rm in}=F_{\rm ext}-4\pi P/3$. This is the depolarization found in the first half, written with $P=-nx$. Insert it into $4\pi P=(\varepsilon-1)F_{\rm in}$ and collect the terms in $P$:

$$4\pi P\left(1+\frac{\varepsilon-1}{3}\right)=(\varepsilon-1)F_{\rm ext},\qquad
\frac{P}{F_{\rm ext}}=\frac{3}{4\pi}\,\frac{\varepsilon-1}{\varepsilon+2}.$$

This is the polarizability per unit volume. With the dielectric function above it becomes

$$\frac{3}{4\pi}\,\frac{\omega_p^2}{3(\omega_g^2+u^2)+\omega_p^2}=\frac{1}{4\pi}\,\frac{\omega_p^2}{\omega_g^2+\omega_p^2/3+u^2}=\frac{n}{\omega_0^2+u^2}.$$

The model polarizability of a fragment is the sum over its volume,

$$\alpha(iu)=\int d\mathbf r\,\frac{n}{\omega_0^2+u^2}.$$

When $u$ is far above all the local frequencies it tends to $N/u^2$, the response of $N$ free electrons. Now put this $\alpha$ into the frequency integral and use the integral over $u$ once more, with $p=\omega_0$ and $q=\omega_0'$:

$$C_6=\frac3\pi\int_A d\mathbf r\int_B d\mathbf r'\,nn'\,\frac{\pi}{2\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The factors of $\pi$ cancel, and the coefficient of the first derivation returns. For hydrogen the program evaluates both forms independently, one from the dielectric function and a frequency integral, the other from the pair formula. Both give 5.942 hartree bohr$^6$.

### What each derivation assumes

The oscillator derivation takes the model literally. Every volume element is a harmonic oscillator, and the energy comes from the spectrum of the coupled system. It therefore assigns an energy to each pair of points at their own distance $R$, which is what the kernel needs. Its expansion requires the combined coupling between the fragments to be weak. A small $|\lambda|$ for each single coupling is not enough, because dividing the elements more finely reduces every $\lambda$ and leaves the energy as it was.

The response derivation brings in the model of the matter later, and it assumes more about the geometry. Its frequency integral holds for spherical quantum fragments at second order in the dipole coupling, and it would give their true $C_6$ if the true polarizabilities were supplied. But it treats each fragment as a point dipole, so it fixes the coefficient of $D^{-6}$ and says nothing about how the energy is spread over pairs of points. Its approximation sits in one visible place, the replacement of $\alpha$ by a sum of local oscillator responses.

That place can be examined for hydrogen, where a variational sum over $p$ states supplies a reference. The model gives a static polarizability of 4.106 bohr$^3$ against 4.500, and a $C_6$ of 5.942 against 6.499 hartree bohr$^6$, which is 91% of the reference. Two errors partly cancel here. For two equal single oscillators $\alpha(0)=f/\omega^2$ and $C_6=3f^2/(4\omega^3)=\frac34\alpha(0)^2\omega$, so an effective frequency can be defined as $4C_6/[3\alpha(0)^2]$. It is 0.470 hartree in the model and 0.428 hartree in the reference. The squared polarizability is too small by a factor $0.83$, the frequency is too large by a factor $1.10$, and the product is $0.91$. These figures belong to the exact density. On the self-consistent rPW86-PBE density of the atom the same model gives a polarizability of 4.495 bohr$^3$ and a $C_6$ of 6.64 hartree bohr$^6$, 102% of the reference, and on the PBE density a $C_6$ of 6.88. The size and even the sign of the error depend on the density supplied.

Both derivations neglect retardation, and both leave out the coupling between elements of one fragment beyond the local depolarization. Both also stop at second order. At third order the sign argument of the first half no longer protects pairwise addition. In a product of three couplings that runs round three oscillators, each coordinate can occur twice, and reversing one leaves the product unchanged. Such terms are allowed when three fragments are present, or when elements within a fragment are coupled. A kernel that depends on two points, with parameters fixed by the density there, does not include them explicitly. Agreement with the local-oscillator $C_6$ is thus a statement about this model, and its accuracy for a given system has to be established separately.

### The constant $\beta$ from the uniform gas

The long-range energy leaves $\beta$ undetermined, because $\beta N$ cancels between the fragments and the whole. A different condition fixes it. VV10 is added to a semilocal correlation functional. If that functional is already right for the uniform gas, the nonlocal part must vanish there, or it would spoil the result.

In a uniform gas the gradient is zero, so $\omega_0=\omega_p/\sqrt3$. All points are alike, $g=g'$, and the kernel reduces to

$$\Phi=-\frac{3}{2g^2\cdot2g}=-\frac{3}{4g^3}.$$

The energy per electron is $\beta+\frac n2\int\Phi\,d^3R$. It vanishes if and only if

$$\beta=-\frac n2\int\Phi\,d^3R=\frac{3n}{8}\,4\pi\int_0^\infty\frac{R^2\,dR}{(\omega_0R^2+\kappa)^3}.$$

Substitute $R=\sqrt{\kappa/\omega_0}\,\tan\theta$. Then $\omega_0R^2+\kappa=\kappa/\cos^2\theta$ and $dR=\sqrt{\kappa/\omega_0}\,d\theta/\cos^2\theta$, which gives

$$\int_0^\infty\frac{R^2\,dR}{(\omega_0R^2+\kappa)^3}=\frac{1}{(\omega_0\kappa)^{3/2}}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{16(\omega_0\kappa)^{3/2}} .$$

The last step uses $\sin^2\theta\cos^2\theta=\frac14\sin^22\theta$, whose mean value over the interval is $\frac18$. The condition becomes

$$\beta=\frac{3n}{8}\cdot\frac{4\pi^2}{16(\omega_0\kappa)^{3/2}}=\frac{3\pi^2n}{32(\omega_0\kappa)^{3/2}} .$$

This still seems to depend on the density. But the plasma frequency cancels in the product

$$\omega_0\kappa=\frac{\omega_p}{\sqrt3}\,\frac{bv_F^2}{\omega_p}=\frac{bv_F^2}{\sqrt3},$$

and its power $3/2$ is $b^{3/2}v_F^3/3^{3/4}$. Since $v_F^3=3\pi^2n$, the density cancels as well:

$$\boxed{\beta=\frac{3^{3/4}}{32\,b^{3/2}}=\frac1{32}\left(\frac3{b^2}\right)^{3/4}}$$

One constant therefore serves every uniform density. This is due to the form of $\kappa$. With $\omega_0\propto n^{1/2}$, the required constant varies as $n^{1/4}\kappa^{-3/2}$, and it is independent of density only if $\kappa\propto n^{1/6}$. Had $\kappa$ been held fixed, the required constant would fall to 0.503 of its value between $r_s=2$ and $r_s=5$ bohr, where $r_s$ is the radius of a sphere holding one electron.

For $r_s=2$ bohr the density is 0.02984 bohr$^{-3}$, with $\omega_p=0.6124$, $\omega_0=0.3536$ and $v_F=0.9596$ in atomic units. For $b=5.9$,

$$\kappa=\frac{5.9\times0.9596^2}{0.6124}=8.8715,\qquad \omega_0\kappa=0.3536\times8.8715=3.137,$$

$$\beta=\frac{0.9596^3}{32\times3.137^{3/2}}=0.00497\ \text{hartree},$$

or 135 meV per electron. Direct quadrature gives the same value at $r_s=1$, 2 and 5 bohr. The condition concerns uniform densities, and it does not make the nonlocal energy vanish where the density varies.

### What changes in rVV10

With $a=g/\kappa$ and $a'=g'/\kappa'$, the denominator of the VV10 kernel contains $\kappa\kappa'aa'(\kappa a+\kappa'a')$. In rVV10 the last factor is replaced by $\sqrt{\kappa\kappa'}\,(a+a')$. Apart from factors that belong to one point each, the kernel then depends on $R$ and on one number per point, $\omega_0/\kappa$, which makes an efficient evaluation by convolutions possible.

In the uniform gas $\kappa=\kappa'$ and the two kernels coincide, so the formula for $\beta$ is unchanged. With the rVV10 value $b=6.3$ it gives 0.00450 hartree. At long range $a\to\omega_0R^2/\kappa$, and the sum $\omega_0+\omega_0'$ in the denominator is replaced by

$$\omega_0\sqrt{\frac{\kappa'}{\kappa}}+\omega_0'\sqrt{\frac{\kappa}{\kappa'}} .$$

The local-oscillator result is recovered for $\kappa=\kappa'$, but not in general. In two distant hydrogen atoms, points at 0 and 3 bohr from their nuclei attract 1.16 times as strongly as in VV10, while points at 2 and 5 bohr attract 0.90 times as strongly. For this example the net change after integration is small: the rVV10 coefficient is 5.969 hartree bohr$^6$, larger than that of VV10 by 0.4%.

## Computed results

```
gradient parameter C = 0.0093 (dimensionless)
b for VV10 = 5.9, b for rVV10 = 6.3 (dimensionless)
UNIFORM GAS
density at r_s = 2 bohr: 0.029842 bohr^-3
plasma frequency there: 0.61237 hartree
w0 there: 0.35355 hartree
Fermi velocity there: 0.95958 a.u.
kappa there (b = 5.9): 8.8715 a.u.
required beta by quadrature, r_s = 1 bohr: 0.00497065 hartree
required beta by quadrature, r_s = 2 bohr: 0.00497065 hartree
required beta by quadrature, r_s = 5 bohr: 0.00497065 hartree
beta formula, b = 5.9: 0.00497065 hartree
  the same: 135.26 meV
beta formula, b = 6.3: 0.00450485 hartree
required-beta ratio r_s=5 to r_s=2, kappa fixed: 0.50297
COUPLED OSCILLATORS (3 + 3, about 25 bohr apart)
zero-point shift, diagonalization: -4.015052e-08 hartree
sum of pair formula: -4.015051e-08 hartree
TWO HYDROGEN ATOMS
model static polarizability: 4.10591 bohr^3
exact static polarizability: 4.50000 bohr^3
u^2 alpha(iu) at u = 1000 hartree: 1.000000 electrons
model C6, frequency integral: 5.942345 hartree bohr^6
model C6, pair formula: 5.942345 hartree bohr^6
  the same: 3.5507 eV angstrom^6
exact C6, p-state sum: 6.4990 hartree bohr^6
model C6 / exact C6: 0.9143
D = 10 bohr: E = -5.3752e-06 hartree, -E D^6 = 5.3752 hartree bohr^6
D = 15 bohr: E = -5.0323e-07 hartree, -E D^6 = 5.7320 hartree bohr^6
D = 20 bohr: E = -9.1052e-08 hartree, -E D^6 = 5.8274 hartree bohr^6
D = 40 bohr: E = -1.4440e-09 hartree, -E D^6 = 5.9144 hartree bohr^6
D = 100 bohr: E = -5.9379e-12 hartree, -E D^6 = 5.9379 hartree bohr^6
-E D^6 at D = 1000 bohr, b = 5.9: 5.94230 hartree bohr^6
-E D^6 at D = 1000 bohr, b = 11.8: 5.94203 hartree bohr^6
C8 geometric part: 230.998 hartree bohr^8
C8 damping part: -275.220 hartree bohr^8
C8 total by formula: -44.221 hartree bohr^8
C8 extracted at D = 1000 bohr: -44.222 hartree bohr^8
rVV10 C6: 5.968814 hartree bohr^6
rVV10 C6 / VV10 C6: 1.00445
rVV10/VV10 kernel, far points r = 0, r' = 3 bohr: 1.1636
rVV10/VV10 kernel, far points r = 2, r' = 5 bohr: 0.9026
```
